# Relaxation-Time Thermal Conductivity from Green-Kubo for Travelling Phonons

## Result and conditions

Consider a crystal of volume \(V\) at temperature \(T\). Let \(\lambda=(\mathbf q,s)\) label travelling phonons with wavevector \(\mathbf q\), branch \(s\), frequency \(\omega_\lambda\), group velocity \(\mathbf v_\lambda=\partial\omega_\lambda/\partial\mathbf q\) and energy \(E_\lambda\). If the energy fluctuations \(\delta E_\lambda=E_\lambda-\langle E_\lambda\rangle\) decay independently and exponentially with lifetimes \(\tau_\lambda\), the Green-Kubo formula gives

\[
\boxed{\;\kappa_{\alpha\beta}=\frac{k_B}{V}\sum_\lambda v_{\lambda\alpha}v_{\lambda\beta}\,\tau_\lambda\;}
\]

This is the single-mode relaxation-time conductivity with the classical heat capacity \(k_B\) per mode. The conditions are:

1. Equilibrium is classical and canonical, and anharmonicity is weak enough for harmonic equal-time statistics.
2. The heat current is its harmonic part, and its terms mixing different branches are absent or average out.
3. The fluctuations obey \(\langle\delta E_\lambda(t)\,\delta E_{\lambda'}(0)\rangle=\delta_{\lambda\lambda'}\langle\delta E_\lambda^2\rangle e^{-t/\tau_\lambda}\) for \(t\ge0\), with \(\tau_{-\lambda}=\tau_\lambda\), where \(-\lambda=(-\mathbf q,s)\).

The word "travelling" matters. The energy of a standing normal mode is the same at \(\mathbf q\) and \(-\mathbf q\), and so cannot tell in which direction heat flows.

The starting point is the Green-Kubo formula

\[
\kappa_{\alpha\beta}=\frac{1}{k_BT^2V}\int_0^\infty\langle J_\alpha(t)J_\beta(0)\rangle\,dt ,
\]

where \(\mathbf J\) is the extensive heat current, in W m. The current density is \(\mathbf J/V\), and \(\kappa\) is defined by \(J_\alpha/V=-\sum_\beta\kappa_{\alpha\beta}\,\partial_\beta T\).

## The heat current from the forces

Atom \(i\) has mass \(m_i\), equilibrium position \(\mathbf R_i\) and displacement \(\mathbf u_i\). With force constants \(\Phi_{ij}=\Phi_{ji}^T\), the equation of motion is \(m_i\ddot{\mathbf u}_i=-\sum_j\Phi_{ij}\mathbf u_j\). Assign to each atom the energy

\[
h_i=\tfrac12m_i\dot{\mathbf u}_i^2+\tfrac12\sum_j\mathbf u_i\cdot\Phi_{ij}\mathbf u_j .
\]

Differentiating and inserting the equation of motion gives

\[
\dot h_i=-\sum_j\dot{\mathbf u}_i\cdot\Phi_{ij}\mathbf u_j
+\tfrac12\sum_j\left(\dot{\mathbf u}_i\cdot\Phi_{ij}\mathbf u_j+\mathbf u_i\cdot\Phi_{ij}\dot{\mathbf u}_j\right)
=\tfrac12\sum_j\left(\mathbf u_i\cdot\Phi_{ij}\dot{\mathbf u}_j-\dot{\mathbf u}_i\cdot\Phi_{ij}\mathbf u_j\right).
\]

The current is the rate of change of the energy's first moment, \(\mathbf J=\sum_i\mathbf R_i\dot h_i\). In the second term exchange the names \(i\) and \(j\) and use \(\dot{\mathbf u}_j\cdot\Phi_{ji}\mathbf u_i=\mathbf u_i\cdot\Phi_{ij}\dot{\mathbf u}_j\). Then

\[
\mathbf J=\tfrac12\sum_{ij}(\mathbf R_i-\mathbf R_j)\,\mathbf u_i\cdot\Phi_{ij}\dot{\mathbf u}_j .
\]

Only position differences remain, so the expression can be used with periodic boundaries if \(\mathbf R_i-\mathbf R_j\) is taken along the interacting bond. Terms of third and higher order in the displacements have been left out; this is the harmonic current of condition 2.

## The current in phonon coordinates

For \(N\) cells, let atom \(i\) be of basis type \(b\), and write

\[
\sqrt{m_i}\,\mathbf u_i=\frac1{\sqrt N}\sum_{\mathbf q}\mathbf w_{\mathbf q b}\,e^{i\mathbf q\cdot\mathbf R_i},
\qquad
D_{bb'}(\mathbf q)=\sum_{j\in b'}\frac{\Phi_{ij}}{\sqrt{m_im_j}}\,e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .
\]

A derivative of \(D\) brings down \(-i(\mathbf R_i-\mathbf R_j)\), so multiplying each bond term by its bond vector amounts to applying \(i\,\partial/\partial\mathbf q\). Since \(\mathbf u_i\) is real, it may be replaced by its complex conjugate. The sum over cells then pairs equal wavevectors:

\[
J_\alpha=\frac i2\sum_{\mathbf q}\mathbf w_{\mathbf q}^\dagger\,\frac{\partial D}{\partial q_\alpha}\,\dot{\mathbf w}_{\mathbf q}.
\]

Let \(D\mathbf e_s=\omega_s^2\mathbf e_s\) with \(\mathbf e_s^\dagger\mathbf e_s=1\), and differentiate \(\mathbf e_s^\dagger D\mathbf e_s=\omega_s^2\). The derivatives of the eigenvectors add up to \(\omega_s^2\,\partial(\mathbf e_s^\dagger\mathbf e_s)/\partial q_\alpha=0\), which leaves

\[
\mathbf e_s^\dagger\frac{\partial D}{\partial q_\alpha}\mathbf e_s=2\omega_sv_{s\alpha}.
\]

Expand \(\mathbf w_{\mathbf q}=\sum_s\mathbf e_sQ_{\mathbf qs}\), choosing \(\mathbf e_s(-\mathbf q)=\mathbf e_s(\mathbf q)^*\) so that \(Q_{-\lambda}=Q_\lambda^*\). The branch-diagonal current is

\[
J_\alpha^{\rm diag}=i\sum_\lambda\omega_\lambda v_{\lambda\alpha}Q_\lambda^*\dot Q_\lambda
=-\sum_\lambda\omega_\lambda v_{\lambda\alpha}\,{\rm Im}(Q_\lambda^*\dot Q_\lambda).
\]

The real part of \(Q_\lambda^*\dot Q_\lambda\) has dropped out because it is even under \(\mathbf q\to-\mathbf q\), while \(\mathbf v_\lambda\) is odd.

## Energies that carry a direction

Define the travelling amplitude and its energy by

\[
A_\lambda=\frac{\omega_\lambda Q_\lambda+i\dot Q_\lambda}{\sqrt2},\qquad E_\lambda=|A_\lambda|^2 .
\]

Harmonic motion, \(\ddot Q_\lambda=-\omega_\lambda^2Q_\lambda\), gives \(\dot A_\lambda=-i\omega_\lambda A_\lambda\). Together with the factor \(e^{i\mathbf q\cdot\mathbf R}\) this is a wave whose phase moves along \(+\mathbf q\). Expanding the square,

\[
E_\lambda=U_\lambda-\omega_\lambda{\rm Im}(Q_\lambda^*\dot Q_\lambda),\qquad
U_\lambda=\tfrac12\left(|\dot Q_\lambda|^2+\omega_\lambda^2|Q_\lambda|^2\right).
\]

The imaginary part is odd under \(\mathbf q\to-\mathbf q\), because \(Q_{-\lambda}^*\dot Q_{-\lambda}=(Q_\lambda^*\dot Q_\lambda)^*\). It therefore cancels from the total, and \(\sum_\lambda E_\lambda=\sum_\lambda U_\lambda=H\). In the velocity-weighted sum the roles are reversed: \(U_\lambda\) is even and cancels, and the imaginary part survives:

\[
\mathbf J^{\rm diag}=\sum_\lambda\mathbf v_\lambda E_\lambda,\qquad
\sum_\lambda\mathbf v_\lambda U_\lambda=0 .
\]

Inserting \(U_\lambda\) for \(E_\lambda\) would thus give zero current at every instant.

## Terms between branches

The remaining part of \(\mathbf J\) contains products \(Q_s^*\dot Q_{s'}\) with \(s\neq s'\) at the same \(\mathbf q\). Inverting the definition of the amplitudes,

\[
Q_\lambda=\frac{A_\lambda+A_{-\lambda}^*}{\sqrt2\,\omega_\lambda},\qquad
\dot Q_\lambda=-\frac{i}{\sqrt2}\left(A_\lambda-A_{-\lambda}^*\right),
\]

shows that these products oscillate at \(\omega_s-\omega_{s'}\) or \(\omega_s+\omega_{s'}\). If \(\omega_s\neq\omega_{s'}\), they average to zero in harmonic motion, but need not be small at any instant. For one random initial state of a diatomic chain, followed from its real-space forces, the oscillating current has an rms value of 1.83 reduced units, while the time average is 0.121, equal to \(\sum v_\lambda E_\lambda\) to the five decimals printed. Both numbers depend on the initial state. This state is an extreme one: over thermal states of the same chain the median rms value is about 0.6.

Suppose the correlation of a cross term decays at a rate \(\Gamma\) while oscillating at \(\Delta\). Its integral is

\[
\int_0^\infty e^{-\Gamma t}\cos(\Delta t)\,dt=\frac{\Gamma}{\Gamma^2+\Delta^2},
\]

whereas a diagonal term that decays at the same rate gives \(1/\Gamma\). The ratio is \(\Gamma^2/(\Gamma^2+\Delta^2)\), quadratic in \(\Gamma\) for \(\Gamma\ll\Delta\). The damped diatomic chain shows the same quadratic scaling: doubling the damping from 0.02 to 0.04 reduced units raises the excess of the full Green-Kubo value, relative to the diagonal result, from 0.068% to 0.27%, by a factor of 3.98.

Degenerate and near-degenerate branches need care. When \(\Delta\) is comparable with \(\Gamma\) or smaller, the cross terms must be kept unless the eigenvectors can be chosen so that they vanish.

## Thermal fluctuations

The Boltzmann weight is \(e^{-H/k_BT}\) with \(H=\sum_\lambda U_\lambda\). For \(\mathbf q\) not equivalent to \(-\mathbf q\), the pair \(\pm\lambda\) shares one complex coordinate and has energy \(\omega_\lambda^2|Q_\lambda|^2+|\dot Q_\lambda|^2\). The real and imaginary parts of \(Q_\lambda\) are then independent Gaussians, each of variance \(k_BT/(2\omega_\lambda^2)\), and those of \(\dot Q_\lambda\) have variance \(k_BT/2\). Hence

\[
\langle|Q_\lambda|^2\rangle=\frac{k_BT}{\omega_\lambda^2},\qquad
\langle|\dot Q_\lambda|^2\rangle=k_BT,\qquad
\langle Q_\lambda^2\rangle=\langle\dot Q_\lambda^2\rangle=0,
\]

and coordinates are uncorrelated with velocities. It follows that \(\langle E_\lambda\rangle=\tfrac12(k_BT+k_BT)=k_BT\) and \(\langle A_\lambda^2\rangle=0\). Opposite waves are also independent, since both possible correlations vanish:

\[
\langle A_\lambda A_{-\lambda}\rangle=\tfrac12\left(\omega_\lambda^2\langle|Q_\lambda|^2\rangle-\langle|\dot Q_\lambda|^2\rangle\right)=0,\qquad
\langle A_\lambda A_{-\lambda}^*\rangle=\tfrac12\left(\omega_\lambda^2\langle Q_\lambda^2\rangle+\langle\dot Q_\lambda^2\rangle\right)=0 .
\]

Each \(A_\lambda\) is a Gaussian variable with uniformly distributed phase, so \(E_\lambda=|A_\lambda|^2\) has the probability density \(e^{-E/k_BT}/(k_BT)\). Thus \(\langle E_\lambda^2\rangle=2(k_BT)^2\) and

\[
\langle\delta E_\lambda\,\delta E_{\lambda'}\rangle=(k_BT)^2\delta_{\lambda\lambda'} .
\]

The standing energy is \(U_\lambda=(E_\lambda+E_{-\lambda})/2\), with variance \((k_BT)^2/2\). Thermal sampling of a monatomic chain gives variances of 1.003 and 0.501 in units of \((k_BT)^2\) for the two energies, and a covariance of 0.001 between opposite waves.

## The Green-Kubo integral

Because \(\mathbf v_\lambda\) is odd and \(\langle E_\lambda\rangle=k_BT\) is the same for all modes, the mean current vanishes and \(\mathbf J=\sum_\lambda\mathbf v_\lambda\delta E_\lambda\). Condition 3 and the variance just found give

\[
\langle J_\alpha(t)J_\beta(0)\rangle
=\sum_{\lambda\lambda'}v_{\lambda\alpha}v_{\lambda'\beta}\langle\delta E_\lambda(t)\delta E_{\lambda'}(0)\rangle
=(k_BT)^2\sum_\lambda v_{\lambda\alpha}v_{\lambda\beta}e^{-t/\tau_\lambda}.
\]

Since \(\int_0^\infty e^{-t/\tau_\lambda}dt=\tau_\lambda\),

\[
\kappa_{\alpha\beta}=\frac{(k_BT)^2}{k_BT^2V}\sum_\lambda v_{\lambda\alpha}v_{\lambda\beta}\tau_\lambda
=\frac{k_B}{V}\sum_\lambda v_{\lambda\alpha}v_{\lambda\beta}\tau_\lambda .
\]

The explicit temperature has cancelled. In this classical result \(\kappa\) depends on temperature through the lifetimes and through any change of the phonon spectrum or volume.

The lifetime is that of the energy. If \(\langle A_\lambda(t)A_\lambda^*(0)\rangle\) has magnitude \(k_BTe^{-\Gamma_At}\), and if the amplitudes at the two times are jointly Gaussian, the energy correlation is its squared magnitude, \((k_BT)^2e^{-2\Gamma_At}\). Then \(\tau_\lambda=1/(2\Gamma_A)\), and using the amplitude lifetime \(1/\Gamma_A\) would double \(\kappa\). This two-time assumption is stronger than condition 1. Pure dephasing, such as a fluctuating frequency in a small anharmonic cell, damps the amplitude correlation without damping the energy, and then \(\tau_\lambda>1/(2\Gamma_A)\).

## The same result from a temperature gradient

In the relaxation-time Boltzmann equation, a steady state balances drift against relaxation to the local equilibrium energy \(k_BT(\mathbf r)\). To first order in the gradient,

\[
\sum_\beta v_{\lambda\beta}k_B\partial_\beta T=-\frac{\delta E_\lambda}{\tau_\lambda}
\quad\Longrightarrow\quad
\delta E_\lambda=-k_B\tau_\lambda\sum_\beta v_{\lambda\beta}\partial_\beta T .
\]

The current density \(V^{-1}\sum_\lambda v_{\lambda\alpha}\delta E_\lambda\) has the coefficient found above. Here \(\delta E_\lambda\) is a mean response to a gradient; in Green-Kubo it is a spontaneous fluctuation.

If all lifetimes equal \(\tau\) and the crystal is cubic, then \(\sum_\lambda v_{\lambda x}^2=\tfrac13\sum_\lambda|\mathbf v_\lambda|^2\). With \(C=k_B\sum_\lambda1/V\) this gives the kinetic formula \(\kappa=\tfrac13C\langle|\mathbf v|^2\rangle\tau\), where the average is over modes.

## Energy conservation and collective flow

Strictly independent decay does not conserve the total phonon energy. To see whether this matters, let the mean fluctuations obey \(\dot{\boldsymbol{\delta E}}=-R\,\boldsymbol{\delta E}\) with a symmetric rate matrix \(R\). Repeating the time integral gives

\[
\kappa_{\alpha\beta}=\frac{k_B}{V}\,v_\alpha^TR^{+}v_\beta ,
\]

where \(v_\alpha\) is the vector of all \(v_{\lambda\alpha}\), and \(R^+\) is the inverse of \(R\) outside its null space. The formula requires the velocity vectors to be orthogonal to the null space and the remaining eigenvalues of \(R\) to be positive. A part of the current lying in the null space would never decay, and its time integral would diverge. The uniform vector, which expresses energy conservation, causes no such trouble because \(\mathbf v_\lambda\) is odd. Put \(g_\lambda=1/\tau_\lambda\) and return the lost energy to the modes through

\[
R=\mathrm{diag}(g)-\frac{gg^T}{\sum_\lambda g_\lambda}.
\]

Each row sums to \(g_\lambda-g_\lambda=0\), so energy is conserved. Try \(x_\lambda=\tau_\lambda v_{\lambda\beta}\). The first term of \(Rx\) is \(v_\beta\), and the second contains \(\sum_\lambda g_\lambda x_\lambda=\sum_\lambda v_{\lambda\beta}=0\). Hence \(Rx=v_\beta\), and the relaxation-time value is unchanged. The returned energy is shared equally between opposite waves and carries no net current.

Now let scattering also remember part of an odd quantity \(p_\lambda\), such as \(\sin(q_xa)\) in a cubic crystal of lattice constant \(a\):

\[
R'=R-b\,\frac{(gp)(gp)^T}{\sum_\lambda g_\lambda p_\lambda^2},\qquad 0\le b<1,
\]

where \(gp\) has components \(g_\lambda p_\lambda\). Insert \(x_\lambda=\tau_\lambda v_{\lambda x}+c\,p_\lambda\) into \(R'x=v_x\). The terms proportional to \(g_\lambda p_\lambda\) cancel if \(c(1-b)=b\sum_\lambda p_\lambda v_{\lambda x}/\sum_\lambda g_\lambda p_\lambda^2\), so

\[
\kappa_{xx}=\frac{k_B}{V}\left[\sum_\lambda v_{\lambda x}^2\tau_\lambda+\frac{b}{1-b}\,\frac{\left(\sum_\lambda p_\lambda v_{\lambda x}\right)^2}{\sum_\lambda g_\lambda p_\lambda^2}\right].
\]

The conductivity rises, and diverges as \(b\to1\) if \(p\) overlaps with the current. For the 125-atom cell described below, \(b=1/2\) multiplies \(\kappa\) by 1.48, whereas the even, energy-restoring term leaves the ratio at 1.000000. Correlations between modes can therefore invalidate the single-mode formula even when it is given the correct out-scattering rate of each mode, the diagonal element of \(R'\). In this cell those elements differ from \(g_\lambda\) by less than 1%, far too little to explain the rise.

## A model crystal

Take a simple cubic lattice with \(a=0.3\) nm, atomic mass \(m=50\) u and \(T=600\) K. For each Cartesian polarization \(s\), nearest neighbours are joined by a spring \(k_L=20\) N/m along \(s\) and by springs \(k_T=5\) N/m along the other two axes. The transverse springs are a model device and are not rotationally invariant. The polarizations decouple, so the cross-branch current is zero, and

\[
\omega_s^2=\frac4m\sum_{\alpha}k_{s\alpha}\sin^2\frac{q_\alpha a}{2},\qquad
v_{sx}=\frac{k_{sx}\,a\sin(q_xa)}{m\,\omega_s},
\]

where the velocity follows from \(2\omega_sv_{sx}=\partial\omega_s^2/\partial q_x\). The lifetimes are chosen as

\[
\frac1{\tau_\lambda}=\gamma_0+\gamma_2\frac{\omega_\lambda^2}{\omega_{\max}^2},\qquad
\gamma_0=0.05\ \mathrm{ps^{-1}},\quad\gamma_2=1\ \mathrm{ps^{-1}},
\]

with \(\omega_{\max}^2=4(k_L+2k_T)/m\), so that \(\omega_{\max}=38.0\) rad/ps.

**One phonon.** For the longitudinal wave with \(q_x=\pi/(2a)\) and \(q_y=q_z=0\), \(\omega^2=2k_L/m\) and \(\omega=21.95\) rad/ps. Then \(v_x=k_La/(m\omega)=\omega a/2=21.95\times0.15=3.29\) nm/ps. Since \(\omega^2/\omega_{\max}^2=40/120=1/3\), the lifetime is \(1/(0.05+0.333)=2.61\) ps. The mean free path is \(3.29\times2.61=8.59\) nm, and \(v_x^2\tau=28.3\) nm²/ps.

**Both roads on one cell.** A friction bath supplies the decay:

\[
\ddot Q_\lambda=-\omega_\lambda^2Q_\lambda-\frac{\dot Q_\lambda}{\tau_\lambda}+\xi_\lambda ,
\]

with white noise \(\xi_\lambda\) that maintains the temperature. For \(L_\lambda={\rm Im}(Q_\lambda^*\dot Q_\lambda)\), the term \(|\dot Q_\lambda|^2\) is real and drops out, as does the restoring force, so

\[
\dot L_\lambda=-\frac{L_\lambda}{\tau_\lambda}+{\rm Im}(Q_\lambda^*\xi_\lambda).
\]

The noise term has zero mean for any earlier state. Since \(E_\lambda-E_{-\lambda}=-2\omega_\lambda L_\lambda\), this difference, the part of the energies that the current sees, has an exponential correlation at any damping strength. The separate energies need not decay so simply.

For a periodic cell of 125 atoms the Green-Kubo integral was evaluated from real-space force and friction matrices, without resolving the individual phonon frequencies or velocities. It gives 6.198509 W/(m K), and the phonon sum gives the same printed digits. The current correlation after 1 ps, relative to its initial value, is 0.633 by both roads. This comparison tests the reduction to modes and the time integral; the lifetimes are inputs.

**Bulk.** On a dense wavevector grid \(\kappa=8.1\) W/(m K), or 0.081 W/(cm K); the two grids used give 8.147 and 8.145 W/(m K), and finer grids settle at 8.144 W/(m K). The small cell is about 24% lower: it sums the same expression over only 125 wavevectors, too few for convergence. The sign of the error depends on where the points lie. The periodic cell places them on a grid through \(\mathbf q=0\), and the same grid shifted by half a step gives 9.07 W/(m K), about 11% too high. With \(C=1.534\times10^6\) J/(m³ K), \(\langle v_x^2\rangle=1.727\) nm²/ps² and a mean lifetime, weighted by \(v_x^2\), of \(\sum_\lambda v_{\lambda x}^2\tau_\lambda/\sum_\lambda v_{\lambda x}^2=3.07\) ps,

\[
\kappa=(1.534\times10^6)(1.727\times10^6)(3.07\times10^{-12})\approx8.1\ \mathrm{W/(m\,K)}.
\]

The \(x\) polarization supplies 6.70 W/(m K), and the other two 0.72 W/(m K) each. For motion along \(x\) the stiff springs set \(v_x\), which favours that polarization by \((k_L/k_T)^2=16\) in the numerator of \(v_x^2\). Differences in frequency and lifetime bring the ratio of contributions to 9.2.

**Long waves.** At small \(q\), velocities tend to finite, direction-dependent values. Without \(\gamma_0\), \(\tau\propto q^{-2}\), and the three-dimensional integrand \(q^2\tau\) stays finite, so \(\kappa\) converges. In one dimension the same law gives \(\int dq/q^2\), which diverges.

**Classical heat capacity.** With \(x=\hbar\omega/(k_BT)\), the Bose heat capacity of a mode is

\[
k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2\approx k_B\left(1-\frac{x^2}{12}\right).
\]

At the highest frequency \(x=0.484\), a reduction of about 2%. Weighted over all modes with the lifetimes held fixed, the reduction in \(\kappa\) is 0.5%, from 8.145 to 8.101 W/(m K). Quantum changes of the lifetimes are not included. The main computed values are collected in the numerical output below.

## Numbers as computed

```
chain: mean travelling energy = 0.999 kB T
chain: variance of travelling energy = 1.003 (kB T)^2
chain: covariance of E(q), E(-q) = 0.001 (kB T)^2
chain: variance of standing energy = 0.501 (kB T)^2
diatomic: time-averaged current = 0.12106 reduced units
diatomic: sum of v E = 0.12106 reduced units
diatomic: rms oscillating current = 1.83418 reduced units
diatomic: relative excess at damping 0.04 = 2.692e-03
diatomic: relative excess at damping 0.02 = 6.771e-04
diatomic: excess ratio on doubling damping = 3.976
lattice constant = 0.3 nm
atomic mass = 50.0 u
longitudinal spring = 20.0 N/m
transverse spring = 5.0 N/m
temperature = 600.0 K
gamma0 = 0.05 1/ps
gamma2 = 1.0 1/ps
maximum angular frequency = 38.017 rad/ps
sample phonon: angular frequency = 21.949 rad/ps
sample phonon: group velocity = 3.292 nm/ps
sample phonon: energy lifetime = 2.609 ps
sample phonon: mean free path = 8.589 nm
sample phonon: v^2 tau = 28.278 nm^2/ps
125-atom cell: real-space Green-Kubo = 6.198509 W/(m K)
125-atom cell: phonon sum = 6.198509 W/(m K)
cell: real-space C_J(1 ps)/C_J(0) = 0.633356
cell: phonon-sum C_J(1 ps)/C_J(0) = 0.633356
energy-conserving even in-scattering: kappa ratio = 1.000000
half-strength odd in-scattering: kappa ratio = 1.4792
classical heat capacity = 1.5341e+06 J/(m^3 K)
mean square v_x = 1.7275 nm^2/ps^2
v_x^2-weighted mean lifetime = 3.0735 ps
bulk kappa, 40^3 grid = 8.1471 W/(m K)
bulk kappa, 60^3 grid = 8.1450 W/(m K)
bulk kappa = 0.08145 W/(cm K)
part from x polarization = 6.6963 W/(m K)
part from y polarization = 0.7244 W/(m K)
part from z polarization = 0.7244 W/(m K)
hbar omega_max/(kB T) = 0.4840
kappa with Bose heat capacities = 8.1015 W/(m K)
```
